# Why averaging the central Coulomb cell leaves a slow exchange error

Suppose the exact-exchange energy of an insulating crystal has been computed on an $N\times N\times N$ k-mesh, and a denser mesh is affordable only once. A direct evaluation runs over pairs of k-points, so doubling $N$ multiplies the number of pairs by 64. Whether that expense reduces the finite-size error by a factor of two or of eight depends on one number: the value given to the Coulomb kernel $4\pi/q^2$ at $q=0$, where it is undefined.

A natural choice is the average of $4\pi/q^2$ over the mesh cell around $q=0$. The belief examined here is that this removes the leading finite-size error, because the only infinite term has been replaced by its correct integral. The integral is indeed correct. The conclusion is false: on a simple cubic mesh the average supplies about 86% of the required constant (87% if the cubic cell is replaced by a sphere of equal volume), and the missing part decays as slowly as the original error.

## The sum and its limit

I use Hartree atomic units and a closed-shell insulator with $N_{\rm occ}$ doubly occupied bands. The primitive cell is simple cubic with volume $\Omega$. The mesh has $N_k=N^3$ points and corresponds to a periodic supercell of volume $V=N_k\Omega$ and edge $L=V^{1/3}$. The orbitals are held fixed, so their self-consistent response to the error is left out.

Let $i,j$ run over the $N_kN_{\rm occ}$ occupied spatial orbitals, normalized in $V$. Exchange carries a factor $-\tfrac12$ for double counting and a factor 2 for the two spins, so the energy per primitive cell is

$$E=-\frac1{N_k}\sum_{ij}\iint \frac{\psi_j^*(\mathbf r)\psi_i(\mathbf r)\,\psi_i^*(\mathbf r')\psi_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

Expanding each pair density in plane waves of the supercell gives

$$E_N=-\frac1V\sum_{\mathbf Q}v(Q)F(\mathbf Q),\qquad v(Q)=\frac{4\pi}{Q^2},$$

$$F(\mathbf Q)=\frac1{N_k}\sum_{ij}\left|\langle\psi_j|e^{-i\mathbf Q\cdot\mathbf r}|\psi_i\rangle\right|^2 .$$

The vectors $\mathbf Q$ form a cubic mesh of spacing $2\pi/L$; they include the differences between k-points and all reciprocal-lattice vectors of the crystal. Orthonormality gives $F(0)=N_{\rm occ}$. I take $F$ to be smooth at the origin and its k-average to be converged, so that the remaining mesh dependence is in the $\mathbf Q$ sum.

Each mesh point represents a volume $(2\pi)^3/V$. The limit is therefore

$$E_\infty=-\int\frac{d^3Q}{(2\pi)^3}\,v(Q)F(\mathbf Q),$$

which is finite because $d^3Q$ contains $Q^2dQ$. Write the assigned central contribution as $v(0)/V=c/L$. With $S_0$ for the sum without $\mathbf Q=0$ and $I$ for the integral,

$$E_N-E_\infty=I-S_0-\frac{cN_{\rm occ}}L .$$

A positive error means that the computed exchange energy is not negative enough.

## What the average supplies

Averaging $v$ over the central cell and dividing by $V$ is the same as integrating $v/(2\pi)^3$ over that cell. Replace the cube first by a sphere of equal volume:

$$\frac{4\pi}3q_c^3=\frac{(2\pi)^3}V\quad\Rightarrow\quad q_c=\frac{(6\pi^2)^{1/3}}L .$$

The factor $q^2$ in the volume element cancels the singularity, and

$$\frac1{(2\pi)^3}\int_0^{q_c}4\pi q^2\,\frac{4\pi}{q^2}\,dq=\frac{2q_c}\pi=\frac{2.481}L .$$

For the true cube, set $\mathbf Q=(2\pi/L)\mathbf x$. Then $d^3Q/Q^2=(2\pi/L)\,d^3x/x^2$, and the contribution is

$$\frac{4\pi}{(2\pi)^3}\,\frac{2\pi}L\,C=\frac C{\pi L},\qquad C=\int_{[-1/2,1/2]^3}\frac{d^3x}{x^2}.$$

To find $C$, divide the cube into six pyramids with their apex at the origin. In one of them put $x=zu$, $y=zv$, with $0<z<\tfrac12$ and $|u|,|v|<1$. The Jacobian $z^2$ cancels the $z^2$ in the denominator, the $z$ integral gives $\tfrac12$, and the six pyramids together give

$$C=12\int_0^1\!\!\int_0^1\frac{du\,dv}{1+u^2+v^2}=7.674 .$$

Thus $c_{\rm cube}=2.443$. The sphere gives slightly more because, at fixed volume, it collects the points closest to the singularity.

The case for stopping here is easy to state. Every other term of the sum is finite, and a midpoint rule is normally accurate to second order in the spacing. That second-order estimate, however, assumes derivatives that stay bounded as the mesh is refined. Next to a $1/Q^2$ singularity they do not.

## The neighbouring cells have the same scaling

Consider the cell centred at $\mathbf Q=(2\pi/L)\mathbf n$, with $\mathbf n$ a nonzero integer vector. For a fixed $\mathbf n$ and a fine mesh, $F$ is close to $N_{\rm occ}$ there, so the cell contributes to $I-S_0$

$$\frac{N_{\rm occ}}{\pi L}\left[\int_{\rm cell}\frac{d^3x}{x^2}-\frac1{n^2}\right].$$

The bracket contains no $L$. Refining the mesh shrinks the cell, but it also brings the cell closer to the singularity, and the two effects leave a fixed number times $1/L$. This is why integrating the central cell correctly does not cure the leading term: the value assigned at $\mathbf Q=0$ must also make up for the errors of the neighbouring cells.

The size of the bracket follows from a Taylor expansion about the cell centre. Odd terms vanish, and the mean of each squared displacement in a unit cube is $1/12$, so

$$\int_{\rm cell}\frac{d^3x}{x^2}-\frac1{n^2}\simeq\frac1{24}\nabla^2\frac1{x^2}\bigg|_{\mathbf n}=\frac1{12n^4}.$$

It is positive: at this order the centre value underestimates the cell integral, and the deficits add. Since about $4\pi n^2\,dn$ cells lie between $n$ and $n+dn$, the sum of $1/n^4$ converges, with a tail proportional to $1/n$.

The decay of $F$ at large $Q$ does not alter this coefficient. Outside a block of half-width $q_M$, the midpoint error is proportional to $(2\pi/L)^2\int\nabla^2(vF)\,d^3Q$. This is the integral of a divergence, hence a flux through the surface of the block, where $F\simeq N_{\rm occ}$. The flux scales as $1/q_M$. With $q_M\simeq 2\pi M/L$ the outer region contributes of order $1/(ML)$, just as it would for constant $F$. The full coefficient of $N_{\rm occ}/L$ is therefore

$$\xi=\frac1\pi\lim_{M\to\infty}\left[C(2M+1)-\sum_{\mathbf n\ne0,\ |n_i|\le M}\frac1{n^2}\right].$$

The first term is the integral of $1/x^2$ over a block of $(2M+1)^3$ unit cells, which scales with its edge. The central cell alone gives 2.443. Adding its 26 neighbours gives 2.660, a block of $11^3$ cells gives 2.787, and one of $81^3$ cells gives 2.830. Extrapolation with the $1/M$ tail gives 2.8373.

## The same constant in real space

A second derivation identifies $\xi$ as the Madelung constant and also gives the next term. Let $P(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r')$. Multiplying out the square in $F$ and summing over $i$ and $j$ gives

$$F(\mathbf Q)=\frac1{N_k}\iint|P(\mathbf r,\mathbf r')|^2e^{-i\mathbf Q\cdot(\mathbf r-\mathbf r')}d^3r\,d^3r' .$$

Hence $F(\mathbf Q)=N_{\rm occ}\int h(\mathbf s)e^{-i\mathbf Q\cdot\mathbf s}d^3s$, where $h\ge0$ integrates to one. It is the distribution of separations $\mathbf s$ between an electron and the points of its exchange hole, averaged over the crystal. For a large supercell and a localized hole,

$$I=N_{\rm occ}\left\langle\frac1s\right\rangle,\qquad S_0=N_{\rm occ}\langle\phi(\mathbf s)\rangle,\qquad \phi(\mathbf s)=\frac1V\sum_{\mathbf Q\ne0}\frac{4\pi}{Q^2}e^{i\mathbf Q\cdot\mathbf s},$$

with angle brackets denoting averages over $h$. Omitting $\mathbf Q=0$ makes $\phi$ the potential of a periodic array of unit charges in a neutralizing background, with zero mean:

$$\nabla^2\phi=-4\pi\sum_{\mathbf R}\delta(\mathbf s-\mathbf R)+\frac{4\pi}V .$$

Near the origin $\phi$ is $1/s$ plus a regular part whose Laplacian is $4\pi/V$. Cubic symmetry allows only an isotropic quadratic term $as^2$, and $\nabla^2(as^2)=6a$ fixes $a=2\pi/(3V)$. Therefore

$$\phi(\mathbf s)=\frac1s-\frac\xi L+\frac{2\pi s^2}{3V}+O(s^4/L^5).$$

The constant $\xi$ follows from Ewald's splitting of each charge into a screened part and a Gaussian part. For $V=1$ and any splitting parameter $\eta$,

$$\xi=\frac{2\eta}{\sqrt\pi}+\frac\pi{\eta^2}-\sum_{\mathbf R\ne0}\frac{{\rm erfc}(\eta R)}R-\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}.$$

The first term comes from $[{\rm erfc}(\eta s)-1]/s\to-2\eta/\sqrt\pi$ at the origin. The second removes the mean of the screened potentials, $4\pi\int_0^\infty r\,{\rm erfc}(\eta r)\,dr=\pi/\eta^2$. Both enter $\xi$ with reversed sign because $\phi$ contains $-\xi$. The result is $\xi=2.8373$, in agreement with the cell-by-cell sum.

Inserting the expansion of $\phi$ into the error gives

$$E_N-E_\infty=N_{\rm occ}\left[\frac{\xi-c}L-\frac{2\pi\langle s^2\rangle}{3L^3}\right]+O(L^{-5}).$$

Since $L\propto N_k^{1/3}$, any $c\ne\xi$ leaves an error proportional to $N_k^{-1/3}$. For the sphere the coefficient is $2.8373-2.4814=0.3559$ per doubly occupied band, and for the cube it is 0.3945. With $c=\xi$ the error falls as $1/N_k$.

The constant depends on the supercell shape. For an fcc supercell, with $L$ still defined as $V^{1/3}$, $\xi=2.8883$. The sphere average does not notice the change of shape, and its deficit grows to 0.407.

## A crystal in numbers

Take a model crystal with lattice constant $a=6$ bohr and one Gaussian orbital $\exp(-r^2/2\sigma^2)$ per cell, $\sigma=2$ bohr. The orbitals form one filled band, so $N_{\rm occ}=1$. Neighbouring orbitals overlap by $e^{-a^2/4\sigma^2}=0.105$, so this is not a set of isolated sites.

The Bloch states are products over $x,y,z$, and so is $F$. In one dimension, two normalized Gaussians a distance $na$ apart have as their product a Gaussian centred at $na/2$ with weight $e^{-n^2a^2/4\sigma^2}$. Its Fourier transform carries the factor $e^{-iQna/2}e^{-Q^2\sigma^2/4}$. Summing over $n$ with Bloch phases shifts the argument of the overlap sum $S(k)=\sum_ne^{ikna}e^{-n^2a^2/4\sigma^2}$. After normalization,

$$f(Q)=e^{-Q^2\sigma^2/2}\left\langle\frac{S(k-Q/2)^2}{S(k)S(k-Q)}\right\rangle_k .$$

For small $Q$ the logarithm of the ratio is $-(Q^2/4)(\ln S)''$, evaluated at $k-Q/2$. Its k-average vanishes because $\ln S$ is periodic. Thus $f=1-\sigma^2Q^2/2+\dots$. Comparison with $1-\langle s_x^2\rangle Q^2/2$ gives $\langle s^2\rangle=3\sigma^2=12$ bohr².

The infinite-mesh energy, from an integral that uses no Madelung constant, is $-0.41371$ Ha per cell, or $-11.258$ eV. The errors $E_N-E_\infty$ per cell, in mHa, are:

| $N$ | omitted | sphere | Madelung | all cells |
|---|---|---|---|---|
| 2 | 216.99 | 10.21 | −19.45 | 4.86 |
| 4 | 116.33 | 12.94 | −1.89 | 5.63 |
| 8 | 58.88 | 7.19 | −0.228 | 1.835 |
| 16 | 29.53 | 3.68 | −0.028 | 0.510 |

The last column belongs to a treatment derived below. For the sphere at $N=16$, $L=96$ bohr, and the two terms of the error formula are

$$\frac{0.3559}{96}=3.707\ {\rm mHa},\qquad -\frac{2\pi\times12}{3\times96^3}=-0.028\ {\rm mHa}.$$

Their sum is 3.679 mHa, in agreement with the table. It equals 0.100 eV per cell, on a mesh of 4096 k-points. From $N=8$ to 16 the sphere error falls as $N_k^{-0.322}$ and the Madelung error as $N_k^{-1.001}$.

The sphere reduces the error of the bare sum eightfold at $N=16$, which is a real gain. To bring its leading term to 1 mHa, however, requires $N=0.3559/(0.001\times6)=59.3$, hence a mesh of $60^3=216{,}000$ points. The Madelung value is already below that error at $N=8$.

## Why small meshes can mislead

The first two rows show something that could be mistaken for support for the average. At $N=2$ the sphere error is smaller in magnitude than the Madelung error, and refining the mesh to $N=4$ makes the sphere result worse.

The two terms of the error formula have opposite signs. For the sphere their sum, $0.3559/L-25.13/L^3$ in Ha with $L$ in bohr, vanishes at $L=8.4$ bohr, rises to a maximum at

$$L=\sqrt{\frac{3\times25.13}{0.3559}}=14.6\ {\rm bohr},$$

and only then begins to fall. The meshes $N=2$ and $N=4$, with $L=12$ and 24 bohr, lie on either side of this maximum. At $N=4$ the formula gives $14.83-1.82=13.01$ mHa, close to the computed 12.94. At $N=2$ it gives $29.658-14.544=15.114$ mHa, against 10.210, so the formula no longer suffices. It explains the partial cancellation at $N=2$, but by itself it would make the error fall from $N=2$ to $N=4$. The computed rise comes from what the formula leaves out. One such part is the k-average in $F$, which was assumed converged: at $Q=2\pi/a$ the averaged overlap ratio in $f$ is 1.39 with two k-points per axis, against 1.19 on a fine mesh. The larger $F$ increases $S_0$ and so lowers the error at $N=2$.

A small error on a coarse mesh is therefore no evidence of a good treatment, and a small change between two coarse meshes is no evidence of convergence. For either central average, the exponent $-\tfrac13$ becomes visible only when $L^2$ is well above $2\pi\langle s^2\rangle/[3(\xi-c)]$.

## Averaging every cell

If the neighbours cause the deficit, one may average $v$ over every mesh cell while keeping $F$ at the cell centres. This does remove the $1/L$ term, but it does not reproduce the Madelung result.

Averaging over a cube of edge $2\pi/L$ in $\mathbf Q$ multiplies the real-space interaction by

$$w(\mathbf s)=\prod_{i=x,y,z}\frac{\sin(\pi s_i/L)}{\pi s_i/L}.$$

Sampling on the mesh then makes the product periodic, so the sum becomes $N_{\rm occ}\langle\sum_{\mathbf R}w(\mathbf s+\mathbf R)/|\mathbf s+\mathbf R|\rangle$. For $\mathbf R=0$, $w\simeq1-\pi^2s^2/(6L^2)$. The interaction is weakened by $\pi^2s/(6L^2)$, which appears as a positive error.

The images on the axes give the next term. For $\mathbf R=\pm nL\hat{\mathbf x}$ and $x=s_x/L$, the sine is $(-1)^n\sin\pi x\simeq(-1)^n\pi x$, and the two images together contribute

$$\frac{(-1)^nx}L\left[\frac1{(n+x)^2}-\frac1{(n-x)^2}\right]\simeq-\frac{4(-1)^nx^2}{n^3L}.$$

Summing over $n$ uses $1-2^{-3}+3^{-3}-\dots=\tfrac34\zeta(3)$, so each axis adds $3\zeta(3)s_i^2/L^3$ to the interaction. An off-axis image starts with a product such as $s_xs_y$, whose average vanishes for a cubic $h$. The error is

$$E_N-E_\infty=N_{\rm occ}\left[\frac{\pi^2\langle s\rangle}{6L^2}-\frac{3\zeta(3)\langle s^2\rangle}{L^3}\right]+O(L^{-4}).$$

The leading power is now $N_k^{-2/3}$: better than the central average, worse than the Madelung value. In the model $\langle s\rangle=3.132$ bohr, and at $N=16$ the terms are $5.152/96^2=0.559$ mHa and $-43.27/96^3=-0.049$ mHa. Their sum, 0.510 mHa, matches the table. The second term decays only one power of $L$ faster, so the apparent exponent between $N=8$ and 16 is still $-0.616$. With that term taken out it is $-0.665$.

## When the error matters

The leading error $N_{\rm occ}(\xi-c)/L$ depends on the number of bands and on the supercell, but not on the shape of the orbitals. It therefore cancels between two insulating structures with the same supercell and the same number of electrons. It does not cancel when the volume changes at fixed $N$. Since $L=N\Omega^{1/3}$, it adds to the pressure $-dE/d\Omega$ the amount

$$\Delta p=\frac{N_{\rm occ}(\xi-c)}{3L\Omega}.$$

For the cubic supercell this is positive for either cell average and favours too large a volume. The sign depends on the supercell shape: for a tetragonal supercell with axis ratio 2, $\xi=2.275$ lies below both the sphere constant and the average over the true mesh cell ($\xi-c=-0.206$ and $-0.037$), so the energy error and the pressure change sign. A global hybrid functional multiplies the energy error and this pressure by its fraction of exact exchange, leaving the power of $N_k$ unchanged.

Short-range screened exchange is a different case. Its interaction ${\rm erfc}(\omega s)/s$ has a finite, smooth kernel in $Q$, equal to $\pi/\omega^2$ at $Q=0$. The mesh sum then adds only rapidly decaying images of the interaction, so no singular cell needs averaging once $L$ is large compared with $1/\omega$ and the hole.

The $1/N_k$ remainder was derived for a finite $\langle s^2\rangle$ and an $F$ that is smooth at the origin, as assumed for the insulator; it is not claimed for metals. The numerical output below lists the constants, errors and exponents for all the treatments, including the cube average.

## Computed results

```
Madelung constant xi, simple cubic: 2.837297 (times 1/L)
same from cell-by-cell sum, extrapolated: 2.83730
Madelung constant, fcc, L=V^(1/3): 2.888282
sphere average constant: 2.481402
unit-cube integral C of 1/x^2: 7.674124
cube average constant C/pi: 2.442750
deficit xi-sphere: 0.355896
deficit xi-cube: 0.394548
fraction of xi supplied by sphere: 87.46 %
constant from block of 1^3 cells: 2.44275
constant from block of 3^3 cells: 2.65970
constant from block of 5^3 cells: 2.72811
constant from block of 11^3 cells: 2.78708
constant from block of 41^3 cells: 2.82379
constant from block of 81^3 cells: 2.83046
lattice constant: 6.0 bohr; orbital width: 2.0 bohr
nearest-neighbour overlap: 0.10540
infinite-mesh exchange energy per cell: -0.41370874 Ha
the same energy: -11.25759 eV
mean separation <s>: 3.13218 bohr
mean square separation <s^2>: 11.99822 bohr^2
errors E_N - E_infinity per cell, in mHa:
N Nk L(bohr) | omitted sphere cube Madelung all-cells
2 8 12 | 216.99316 10.20967 13.43070 -19.44829 4.86448
4 64 24 | 116.33145 12.93970 14.55021 -1.88928 5.63478
8 512 48 | 58.88225 7.18638 7.99164 -0.22811 1.83549
16 4096 96 | 29.52675 3.67881 4.08144 -0.02843 0.50952
power of Nk from N=4 to 8, then from N=8 to 16:
  omitted: -0.3274, -0.3319
  sphere: -0.2828, -0.3220
  cube: -0.2882, -0.3231
  Madelung: -1.0167, -1.0014
  all-cells: -0.5394, -0.6163
all-cells power, 1/L^3 term removed, N=8 to 16: -0.6652
extrapolated L*error, omitted: 2.83731 Ha bohr
extrapolated L*error, sphere: 0.35591 Ha bohr
extrapolated L*error, cube: 0.39456 Ha bohr
L^3*error, Madelung, N=16: -25.1561 Ha bohr^3
predicted -2 pi <s^2>/3: -25.1290 Ha bohr^3
extrapolated L^2*error, all-cells: 5.1626 Ha bohr^2
predicted pi^2 <s>/6: 5.1522 Ha bohr^2
all-cells 1/L^3 coefficient: -43.2676 Ha bohr^3
two-term all-cells error, N=8: 1.84497 mHa
two-term all-cells error, N=16: 0.51015 mHa
N for 1 mHa sphere error, leading term: 59.3
corresponding Nk: 216000
sphere error at N=16: 0.10011 eV
```
